**Energy of HCl → H⁺ + Cl⁻ from a cycle and from coupled-cluster theory**

The program evaluates $E_{\rm het}=D_0+I-A$, where $D_0$ is the bond energy of HCl, $I$ the ionization energy of H and $A$ the electron affinity of Cl. The cycle gives 14.42 eV, and a CCSD(T) calculation from HCl and Cl⁻, with an MP2 zero-point energy, gives 14.44 eV. The program asserts that these agree within 0.10 eV, that omitting the zero-point energy worsens the agreement, and that the computed $D_0$ and $A$ lie within 0.15 eV of the given data. It also asserts agreement of the hydrogen formula with a radial-grid diagonalization, and of the thermal formulas with explicit level sums, each within 1 meV. The Born and pair energies are compared with numerical integrals of the field energy and the force. For rough resist parameters the output leaves a transfer energy of +0.37 eV; this value illustrates the size of the environmental terms and is not a tested prediction.

## Numerical check

```python
# Result under test: the 0 K gas-phase energy of HCl -> H+ + Cl- is
#     E_het = D0(HCl) + I(H) - A(Cl), about 14.4 eV.
# D0: bond energy from the lowest vibrational level; I: ionization energy of H;
# A: electron affinity of Cl, positive when attachment releases energy.
# Independent road: coupled-cluster energies of HCl and Cl-, no neutral atoms.
# Thermal and environmental terms absent from E_het are sized as well.
import os
# One core is available, so the numerical libraries must use one thread.
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf, cc, mp, lib

lib.num_threads(1)
eV = sc.e
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
rydberg_eV = sc.physical_constants["Rydberg constant times hc in eV"][0]

# Given data and the thermochemical cycle
bond_energy = 4.43
electron_affinity = 3.61
rounding_each = 0.005
ionization = rydberg_eV / (1 + sc.m_e / sc.m_p)
E_het = bond_energy + ionization - electron_affinity

# Hydrogen ground state from the radial Hamiltonian (atomic units)
step = 0.01
radius = step * np.arange(1, 3001)
mass_ratio = 1 / (1 + sc.m_e / sc.m_p)
diagonal = 1 / (mass_ratio * step**2) - 1 / radius
off_diagonal = np.full(radius.size - 1, -0.5 / (mass_ratio * step**2))
ground = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                          select="i", select_range=(0, 0))[0]
ionization_numeric = -ground * hartree_eV
# The grid error is about step**2/8 hartree, or 0.3 meV.
assert abs(ionization_numeric - ionization) < 1e-3


def mean_field(atoms, basis, charge=0, spin=0):
    """Converged Hartree-Fock solution; lengths in angstrom."""
    molecule = gto.M(atom=atoms, basis=basis, charge=charge, spin=spin,
                     unit="Angstrom", verbose=0)
    field = scf.UHF(molecule) if spin else scf.RHF(molecule)
    field.conv_tol = 1e-10
    field.kernel()
    assert field.converged
    return field


def perturbation_energy(distance):
    """Frozen-core MP2 energy of HCl in hartree; five Cl core orbitals frozen."""
    field = mean_field(f"Cl 0 0 0; H 0 0 {distance}", "cc-pvtz")
    correlation = mp.MP2(field, frozen=5)
    return field.e_tot + correlation.kernel(with_t2=False)[0]


def coupled_cluster(atoms, basis, charge=0, spin=0):
    """Frozen-core CCSD(T) energy in hartree; five Cl core orbitals frozen."""
    cluster = cc.CCSD(mean_field(atoms, basis, charge, spin), frozen=5)
    cluster.conv_tol = 1e-6
    cluster.conv_tol_normt = 1e-4
    cluster.kernel()
    assert cluster.converged
    return cluster.e_tot + cluster.ccsd_t()


# Bond length and harmonic frequency from a five-point scan
scan_center = 1.28
shifts = np.array([-0.10, -0.05, 0.0, 0.05, 0.10])
scan = np.array([perturbation_energy(scan_center + s) for s in shifts])
curve = np.poly1d(np.polyfit(shifts, (scan - scan[2]) * hartree_eV, 4))
minimum = 0.0
for _ in range(20):
    minimum -= curve.deriv(1)(minimum) / curve.deriv(2)(minimum)
assert abs(minimum) < 0.05 and abs(curve.deriv(1)(minimum)) < 1e-8
bond_length = scan_center + minimum
force_constant = curve.deriv(2)(minimum) * eV / 1e-20
mass_Cl_u = 34.969
mass_Cl = mass_Cl_u * sc.atomic_mass
mass_H = sc.m_p + sc.m_e
reduced_mass = mass_H * mass_Cl / (mass_H + mass_Cl)
quantum = sc.hbar * np.sqrt(force_constant / reduced_mass) / eV
zero_point = quantum / 2
rotation = sc.hbar**2 / (2 * reduced_mass * (bond_length * 1e-10)**2) / eV

# Direct heterolytic energy and the separate neutral legs
chlorine_basis = "aug-cc-pvtz"
hydrogen_basis = "cc-pvtz"
E_HCl = coupled_cluster(f"Cl 0 0 0; H 0 0 {bond_length}",
                        {"Cl": chlorine_basis, "H": hydrogen_basis})
E_anion = coupled_cluster("Cl 0 0 0", chlorine_basis, charge=-1)
E_Cl = coupled_cluster("Cl 0 0 0", chlorine_basis, spin=1)
E_H = mean_field("H 0 0 0", hydrogen_basis, spin=1).e_tot
direct_well = (E_anion - E_HCl) * hartree_eV
direct = direct_well - zero_point
D0_computed = (E_H + E_Cl - E_HCl) * hartree_eV - zero_point
A_computed = (E_Cl - E_anion) * hartree_eV
# Tolerances allow for the finite basis and omitted relativity.
assert abs(direct - E_het) < 0.10
assert abs(D0_computed - bond_energy) < 0.15
assert abs(A_computed - electron_affinity) < 0.15
assert abs(direct - E_het) < abs(direct_well - E_het)

# Thermal corrections for ideal gases
temperature = 383.0
pressure = 1e5
k_eV = sc.k / eV


def wavelength(mass, T):
    return sc.h / np.sqrt(2 * np.pi * mass * sc.k * T)


def free_energy_shift(T):
    """Delta G(T) - E_het in eV, from explicit internal-level sums."""
    J = np.arange(200)
    z_rot = np.sum((2 * J + 1) * np.exp(-rotation * J * (J + 1) / (k_eV * T)))
    z_vib = np.sum(np.exp(-quantum * np.arange(30) / (k_eV * T)))

    def chemical_potential(mass, internal=1.0):
        states = sc.k * T / pressure / wavelength(mass, T)**3 * internal
        return -k_eV * T * np.log(states)

    return (chemical_potential(sc.m_p) + chemical_potential(mass_Cl + sc.m_e)
            - chemical_potential(mass_H + mass_Cl, z_rot * z_vib))


kT = k_eV * temperature
G_shift = free_energy_shift(temperature)
G_formula = kT * np.log(pressure * wavelength(reduced_mass, temperature)**3
                        / (sc.k * temperature) * kT / rotation)
dT = 0.1
slope = (free_energy_shift(temperature + dT) / (temperature + dT)
         - free_energy_shift(temperature - dT) / (temperature - dT)) / (2 * dT)
H_shift = -temperature**2 * slope
H_formula = 1.5 * kT
# Quantum rotation changes the classical results by less than 1 meV.
assert abs(G_shift - G_formula) < 1e-3
assert abs(H_shift - H_formula) < 1e-3
log10_K = -(E_het + G_shift) / (kT * np.log(10))

# Rough resist environment, with lengths in nm and energies in eV
permittivity = 3.0
radius_Cl = 0.18
radius_site = 0.25
separation = 0.50
proton_affinity = 8.5
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9


def born(a):
    return coulomb / (2 * a) * (1 - 1 / permittivity)


def born_from_field(a_nm):
    a = a_nm * 1e-9

    def density_difference(x):
        r = a * x
        vacuum_field = sc.e / (4 * np.pi * sc.epsilon_0 * r**2)
        medium_field = vacuum_field / permittivity
        vacuum = 0.5 * sc.epsilon_0 * vacuum_field**2
        medium = 0.5 * sc.epsilon_0 * permittivity * medium_field**2
        return (vacuum - medium) * 4 * np.pi * r**2 * a / eV

    return quad(density_difference, 1, np.inf)[0]


born_Cl = born(radius_Cl)
born_site = born(radius_site)
pair = coulomb / (permittivity * separation)
pair_work = quad(lambda r: coulomb / (permittivity * r**2),
                 separation, np.inf)[0]
assert abs(born_Cl - born_from_field(radius_Cl)) < 1e-6
assert abs(born_site - born_from_field(radius_site)) < 1e-6
assert abs(pair - pair_work) < 1e-6
assert separation > radius_Cl + radius_site
remainder = E_het - proton_affinity - born_Cl - born_site - pair

# Photon energies for comparison
hc_eV_nm = sc.h * sc.c / eV * 1e9
photon_DUV = hc_eV_nm / 193.0
photon_EUV = hc_eV_nm / 13.5
assert bond_energy < photon_DUV < E_het < photon_EUV

print(f"Given D0(HCl): {bond_energy:.2f} eV")
print(f"Given A(Cl): {electron_affinity:.2f} eV")
print(f"I(H), formula: {ionization:.4f} eV")
print(f"I(H), radial grid: {ionization_numeric:.4f} eV")
print(f"E_het, cycle: {E_het:.3f} eV")
print(f"E_het, converted: {E_het * eV * sc.N_A / 1000:.0f} kJ/mol")
print(f"Largest rounding error: {2 * rounding_each:.3f} eV")
print(f"Cl-35 mass used: {mass_Cl_u:.3f} u")
print(f"HCl bond length, MP2: {bond_length / 10:.4f} nm")
print(f"Vibrational quantum, MP2: {quantum:.4f} eV")
print(f"Zero-point energy, MP2: {zero_point:.4f} eV")
print(f"Rotational constant B: {rotation * 1000:.3f} meV")
print(f"E(HCl), CCSD(T): {E_HCl:.5f} hartree")
print(f"E(Cl-), CCSD(T): {E_anion:.5f} hartree")
print(f"Direct, no zero-point term: {direct_well:.3f} eV")
print(f"Direct, with zero-point term: {direct:.3f} eV")
print(f"Direct minus cycle: {direct - E_het:+.3f} eV")
print(f"D0(HCl), computed: {D0_computed:.3f} eV")
print(f"A(Cl), computed: {A_computed:.3f} eV")
print(f"Bake temperature: {temperature:.0f} K")
print(f"Standard pressure: {pressure / 1e5:.0f} bar")
print(f"kT at bake: {kT:.4f} eV")
print(f"Delta H - E_het, level sums: {H_shift:+.4f} eV")
print(f"Delta H - E_het, 3kT/2: {H_formula:+.4f} eV")
print(f"Delta G - E_het, level sums: {G_shift:+.4f} eV")
print(f"Delta G - E_het, formula: {G_formula:+.4f} eV")
print(f"Delta G at bake: {E_het + G_shift:.3f} eV")
print(f"log10 K, gas at bake: {log10_K:.0f} (no unit)")
print(f"Photon energy at 193 nm: {photon_DUV:.2f} eV")
print(f"Photon energy at 13.5 nm: {photon_EUV:.1f} eV")
print(f"Wavelength matching E_het: {hc_eV_nm / E_het:.1f} nm")
print(f"Rough permittivity: {permittivity:.1f} (no unit)")
print(f"Rough Cl- radius: {radius_Cl:.2f} nm")
print(f"Rough protonated-site radius: {radius_site:.2f} nm")
print(f"Rough ion separation: {separation:.2f} nm")
print(f"Rough site proton affinity: {proton_affinity:.1f} eV")
print(f"Born energy gain, Cl-: {born_Cl:.2f} eV")
print(f"Born energy gain, site: {born_site:.2f} eV")
print(f"Pair attraction gain: {pair:.2f} eV")
print(f"Rough transfer remainder: {remainder:+.2f} eV")
print("all tests passed")
```

Running it gives:

```
Given D0(HCl): 4.43 eV
Given A(Cl): 3.61 eV
I(H), formula: 13.5983 eV
I(H), radial grid: 13.5979 eV
E_het, cycle: 14.418 eV
E_het, converted: 1391 kJ/mol
Largest rounding error: 0.010 eV
Cl-35 mass used: 34.969 u
HCl bond length, MP2: 0.1273 nm
Vibrational quantum, MP2: 0.3788 eV
Zero-point energy, MP2: 0.1894 eV
Rotational constant B: 1.316 meV
E(HCl), CCSD(T): -460.34253 hartree
E(Cl-), CCSD(T): -459.80504 hartree
Direct, no zero-point term: 14.626 eV
Direct, with zero-point term: 14.436 eV
Direct minus cycle: +0.018 eV
D0(HCl), computed: 4.341 eV
A(Cl), computed: 3.506 eV
Bake temperature: 383 K
Standard pressure: 1 bar
kT at bake: 0.0330 eV
Delta H - E_het, level sums: +0.0499 eV
Delta H - E_het, 3kT/2: +0.0495 eV
Delta G - E_het, level sums: -0.2624 eV
Delta G - E_het, formula: -0.2629 eV
Delta G at bake: 14.156 eV
log10 K, gas at bake: -186 (no unit)
Photon energy at 193 nm: 6.42 eV
Photon energy at 13.5 nm: 91.8 eV
Wavelength matching E_het: 86.0 nm
Rough permittivity: 3.0 (no unit)
Rough Cl- radius: 0.18 nm
Rough protonated-site radius: 0.25 nm
Rough ion separation: 0.50 nm
Rough site proton affinity: 8.5 eV
Born energy gain, Cl-: 2.67 eV
Born energy gain, site: 1.92 eV
Pair attraction gain: 0.96 eV
Rough transfer remainder: +0.37 eV
all tests passed
```
